Positron spin-flip lines and the hyperfine splitting of trapped antihydrogen

**Problem**

An antihydrogen atom in its 1S ground state sits in a static magnetic field of strength B. Its four hyperfine levels are called a, b, c, d in order of rising energy at weak field, and each name follows its level continuously as B grows. Microwaves drive two transitions, d→a and c→b, with frequencies f_da and f_cb.

(a) Write the spin Hamiltonian, with the signs that belong to a positron and an antiproton, and find the coupling constant at leading order.

(b) Find the four levels at any B. Which of them can be held at a field minimum?

(c) Show that f_da − f_cb equals the zero-field hyperfine splitting at any B, and explain why the field drops out.

(d) Show that at strong field both lines are flips of the positron spin alone.

(e) Evaluate the levels and lines at 1 T. How well would one line alone determine the splitting if the field were uncertain by 0.01 T?

(f) What happens when levels c and d cross, when the field drifts between the two measurements, and when the field varies across the trap?

Take the Zeeman energy as linear in B and the hyperfine coupling as isotropic and independent of B. For numbers, use the charge-conjugate constants of hydrogen and the g factors of the free particles.

**Solution**

**(a) The Hamiltonian**

Let S and I be the spins of the positron and the antiproton in units of ħ, both of size 1/2. The positron has positive charge, so its magnetic moment is parallel to its spin. The antiproton moment is opposite to its spin. With positive numbers g_e and g_p,

μ_e = +g_e μB S,  μ_p = −g_p μN I.

Here μB is the Bohr magneton and μN the nuclear magneton. A moment in a field has energy −μ·B. With z along the field, the two Zeeman energies are −g_e μB B S_z and +g_p μN B I_z.

The hyperfine coupling is the energy of the antiproton moment in the magnetic field of the positron. In an S state there is no orbital angular momentum, and the field at the centre comes from the spin magnetisation M(r) = μ_e|ψ(r)|². Take M along z. Its current density is

J = ∇×M = M′(r) r̂×ẑ = −M′(r) sin θ φ̂.

By the Biot–Savart law, a current element at r contributes (μ0/4π) J×(−r̂)/r² per unit volume at the origin. The z component of φ̂×(−r̂) is sin θ, so

B_z(0) = −(μ0/4π) ∫ M′(r) dr ∫ sin²θ dΩ.

The volume element r² dr dΩ has cancelled the 1/r². The radial integral is −M(0), because M vanishes at infinity, and the angular integral is 8π/3. Hence

B_z(0) = (2/3) μ0 M(0).

The energy −μ_p·B(0) has two minus signs, one from the formula and one from the antiproton moment. The coupling is therefore positive:

h a S·I, with h a = (2/3) μ0 g_e μB g_p μN |ψ(0)|².

The constant a is a frequency. For the 1S state

|ψ(0)|² = (m_r/m_e)³/(π a0³),

where m_r is the reduced mass and a0 the Bohr radius; the cube appears because the size of the atom scales as 1/m_r. Define γe = g_e μB/h and γp = g_p μN/h, both positive. Then

H/h = a S·I − γe B S_z + γp B I_z.

For hydrogen both Zeeman signs are reversed and the coupling is the same. With equal constants, this amounts to replacing B by −B, which leaves the level energies unchanged but exchanges the spin directions in the states.

**(b) The levels**

Write |s i⟩ for the signs of S_z and I_z, so that |−+⟩ has the positron spin down and the antiproton spin up. The coupling is

S·I = S_z I_z + (S₊I₋ + S₋I₊)/2.

The second term flips the two spins in opposite senses. It conserves S_z + I_z, as do the Zeeman terms. The states |−−⟩ and |++⟩ are therefore eigenstates, and |−+⟩ and |+−⟩ mix only with each other.

Introduce three frequencies:

Δ = (γe − γp)B,  Σ = (γe + γp)B,  R = √(a² + Σ²).

In |−−⟩ the coupling gives a/4, the positron gives +γe B/2 and the antiproton gives −γp B/2. In |++⟩ both Zeeman signs change. Thus

E(−−)/h = a/4 + Δ/2,
E(++)/h = a/4 − Δ/2.

In the other pair S_z I_z = −1/4. The diagonal elements are −a/4 + Σ/2 for |−+⟩ and −a/4 − Σ/2 for |+−⟩. The flip term connects them with matrix element a/2. If an eigenvalue is −a/4 + λ, the determinant condition reads

(Σ/2 − λ)(−Σ/2 − λ) − a²/4 = 0,

so λ² = (Σ² + a²)/4 and λ = ±R/2.

At B = 0 we have Δ = 0 and R = a. Three levels then lie at a/4, and one lies at −3a/4. These are the total-spin states F = 1 and F = 0, and the zero-field splitting is

a/4 − (−3a/4) = a.

At weak field R ≈ a + Σ²/(2a). The upper mixed level moves by only Σ²/(4a), which is second order in B, while the stretched levels move by ±Δ/2. This fixes the names:

E_d/h = a/4 + Δ/2,
E_c/h = −a/4 + R/2,
E_b/h = a/4 − Δ/2,
E_a/h = −a/4 − R/2.

An atom that moves slowly enough to stay in its level feels the force −∇E. It is drawn to a field minimum if E rises with B. Since γe > γp, Δ increases with B, and so does R. Levels c and d rise and can be trapped; a and b fall and are expelled. Each of the two microwave transitions therefore takes a trapped atom to an untrapped level.

**(c) The difference of the two lines**

Subtract the levels in pairs:

f_da = (E_d − E_a)/h = a/4 + Δ/2 + a/4 + R/2 = (a + Δ + R)/2,

f_cb = (E_c − E_b)/h = −a/4 + R/2 − a/4 + Δ/2 = (−a + Δ + R)/2.

Both frequencies contain the field through the same combination Δ + R. On subtraction it cancels:

f_da − f_cb = a.

No expansion in B was made, so within this Hamiltonian the result holds at any field strength. The direction of the field does not matter either, because S·I is the same for every choice of axes.

The cancellation can be seen without solving for the mixed levels. Regroup the difference as

h(f_da − f_cb) = (E_d + E_b) − (E_a + E_c).

Each bracket is the sum of both eigenvalues in a two-state space, which equals the sum of the diagonal elements of H there. In the pair |−−⟩, |++⟩ each spin is up once and down once, so the Zeeman energies add to zero. The same is true of |−+⟩, |+−⟩. What remains is the S_z I_z term: 2(a/4) = a/2 from the first pair and −a/2 from the second. Their difference is a.

This argument shows what is needed. The g factors may have any values, including those changed by binding, since they enter only through terms that cancel. An energy shift common to all four levels also cancels. The two lines must, however, belong to the same B.

A second reading of the same sum concerns the antiproton flips d→c and b→a:

(E_d − E_c)/h + (E_b − E_a)/h = a.

As long as d lies above c, both terms are positive, and for these two transitions it is the sum of the frequencies, not the difference, that is free of the field. Beyond the crossing of c and d found in part (f), the first term is negative; the line frequency is then (E_c − E_d)/h, and a is the b→a frequency minus this one.

**(d) Why these are positron spin flips**

Apart from the constant −a/4, the mixed block in the order |−+⟩, |+−⟩ has diagonal elements ±Σ/2 and off-diagonal elements a/2. Define an angle η by cos 2η = Σ/R and sin 2η = a/R. The eigenstates are

|c⟩ = cos η |−+⟩ + sin η |+−⟩,
|a⟩ = −sin η |−+⟩ + cos η |+−⟩.

To check the first, apply the block to (cos η, sin η). The upper component is

(R/2)(cos 2η cos η + sin 2η sin η) = (R/2) cos η,

and the lower one is

(R/2)(sin 2η cos η − cos 2η sin η) = (R/2) sin η.

The eigenvalue is +R/2, as it should be for c. The state |a⟩ is orthogonal to |c⟩ and takes the other eigenvalue.

A microwave field perpendicular to B acts on the positron through S_x. Its much weaker action on the antiproton moment is neglected here. The operator 2S_x reverses the positron spin and leaves the antiproton alone, so 2S_x|−−⟩ = |+−⟩ and

⟨a|2S_x|d⟩ = cos η.

Likewise 2S_x|c⟩ = cos η |++⟩ + sin η |−−⟩, which gives ⟨b|2S_x|c⟩ = cos η. Both lines have the same strength,

cos²η = (1 + Σ/R)/2 = [1 + x/√(1 + x²)]/2,  x = Σ/a.

For x ≫ 1 this tends to 1. Then d→a is |−−⟩→|+−⟩, and c→b is |−+⟩→|++⟩: the positron turns over and the antiproton keeps its direction. For x → 0 the strength is 1/2, and c and a are equal mixtures of the two spin arrangements. The name "positron spin flip" then loses its simple meaning, but the frequency relation remains true.

Strong field also gives a direct picture of the lines. Expanding R ≈ Σ + a²/(2Σ) and using (Δ + Σ)/2 = γe B,

f_da ≈ γe B + a/2 + a²/(4Σ),
f_cb ≈ γe B − a/2 + a²/(4Σ).

The positron resonance is moved up or down by a/2 according to the direction of the antiproton spin. The second-order term from spin mixing is the same for both lines.

**(e) Numbers at 1 T**

The constants give γe = 28025.0 MHz/T and γp = 42.58 MHz/T. The density at the antiproton is 2.1446×10³⁰ m⁻³, and the contact formula yields

a = 1420.5 MHz, or h a = 9.412×10⁻²⁵ J.

This is a leading-order value. It includes the free positron g factor and the reduced mass, but leaves out relativistic, further radiative and recoil corrections and the structure of the antiproton. The decimals below show the arithmetic of this model; they are not a prediction of that accuracy for the real atom. The measured splitting of hydrogen, 1420.406 MHz, lies about 0.08 MHz below the model value of 1420.485 MHz. With that value, and with g factors lowered by binding by a fraction of about α²/3 (α is the fine-structure constant), each line at 1 T comes out about 0.5 MHz lower than the numbers given here.

At B = 1 T, Δ = 27982.4 MHz and Σ = 28067.5 MHz, so x = 19.76 and R = 28103.5 MHz. With a/4 = 355.1 MHz, the levels are

E_d/h = 355.1 + 13991.2 = 14346.3 MHz,
E_c/h = −355.1 + 14051.7 = 13696.6 MHz,
E_b/h = 355.1 − 13991.2 = −13636.1 MHz,
E_a/h = −355.1 − 14051.7 = −14406.8 MHz.

The lines follow from the formulas of part (c):

f_da = (1420.5 + 27982.4 + 28103.5)/2 = 28753.2 MHz,
f_cb = (−1420.5 + 27982.4 + 28103.5)/2 = 27332.7 MHz.

Their difference is 1420.5 MHz, the zero-field splitting. The strength cos²η is 0.9994, so at this field the description as positron flips is good to better than one part in a thousand. In the strong-field expansion the common second-order term is a/(4x) = 18.0 MHz. It is far from negligible in each line and absent from the difference.

Now raise the field to 1.01 T. The lines become 29033.2 MHz and 27612.7 MHz. Each has moved by 280.1 MHz, and their difference is still 1420.5 MHz.

Suppose that only f_da were measured and a were to be extracted from it. At fixed B,

∂f_da/∂a = (1 + a/R)/2 = (1 + 0.0505)/2 = 0.525.

A field error of 0.01 T imitates a line shift of 280.1 MHz, and so a change in a of about 280.1/0.525 ≈ 530 MHz. This is more than a third of the splitting itself. The second line removes this error, provided that it is measured in the same field.

**(f) Crossing, drift and a non-uniform field**

**The crossing.** Levels c and d meet when a/4 + Δ/2 = −a/4 + R/2, that is, when a + Δ = R. Squaring, which is allowed since both sides are positive, gives

a² + 2aΔ + Δ² = a² + Σ²,
2aΔ = Σ² − Δ² = 4γeγp B².

Inserting Δ = (γe − γp)B and dividing by B, which removes the root at zero field, we find

B = a(γe − γp)/(2γeγp) = 16.66 T.

Because γe ≫ γp, this is close to a/(2γp). There the Zeeman splitting of the antiproton, γp B, has grown to the size of the hyperfine splitting a/2 that opposes it. The two levels have different S_z + I_z, so they cross without mixing.

Beyond the crossing c lies above d. The relation f_da − f_cb = a still holds for the continued levels: at 20 T the lines are at 561210.2 MHz and 559789.7 MHz, again 1420.5 MHz apart. If the names were instead reassigned by energy order, the corresponding difference would be

(E_c − E_a)/h − (E_d − E_b)/h = R − Δ.

At 20 T this is about 2γp B + a²/(2Σ) = 1703.1 + 1.8 = 1704.9 MHz, which is not the zero-field splitting. The levels must be identified by their spin states, not by their rank.

**Drift.** Let d→a be measured at B and c→b at B + δB. To first order the apparent splitting is

f_da(B) − f_cb(B + δB) = a − f_cb′(B) δB.

Since dR/dB = (γe + γp)Σ/R, the slope is

f_cb′ = [(γe − γp) + (γe + γp)Σ/R]/2.

At 1 T it is 28007.0 MHz/T. A drift of +1 µT makes the apparent splitting 28.0 kHz too small, or about 20 parts per million of a. The field need not be known, but it must be steady: an error below 1 kHz requires a drift below about 0.036 µT.

A steady drift can be removed by measuring c→b before and after d→a, at B − δB and B + δB, and averaging. The first-order terms cancel. The remaining error is −f_cb″δB²/2, with

f_cb″ = (γe + γp)² a²/(2R³).

For δB = 1 µT at 1 T its size is about 2×10⁻⁵ Hz.

**A non-uniform field.** In a magnetic trap atoms at different places see different B, and each line is spread over a range of frequencies. The relation holds place by place, so corresponding features of the two lines must be compared. Both frequencies rise with B, and the lowest frequency of each line therefore comes from the field minimum. The separation of these two onsets is a, as long as motion and other sources of line width do not blur them differently.

**The limit of the model.** The field also squeezes the positron orbital. The natural measure is B_au = ħ/(e a0²) = 2.35×10⁵ T, at which the magnetic length √(ħ/(eB)) equals the Bohr radius. The squeezing energy is quadratic in B, so the relative change of the coupling is expected to be of order (B/B_au)². At 1 T this is 1.8×10⁻¹¹, and multiplied by a it gives 0.03 Hz. This is a scale, not a calculated shift.

Squeezing also makes the cloud non-spherical, so that the coupling along the field, a_z, can differ from the coupling across it. The trace argument of part (c) then gives f_da − f_cb = a_z(B), because only S_z I_z has diagonal elements. The two lines measure the coupling along the field at the field used. In the model of this problem that coupling is the zero-field splitting; in the real atom the two agree up to this small field dependence.

Computed results

```
positron g factor (magnitude, free): 2.002319
antiproton g factor (magnitude): 5.585695
gamma_e: 28024.951 MHz/T
gamma_p: 42.5775 MHz/T
reduced-mass ratio m_r/m_e: 0.99945568
density at antiproton: 2.14456e+30 m^-3
Biot-Savart contact factor: 0.6666667
leading contact coupling a_hf: 1420.485 MHz
zero-field splitting, diagonalized: 1420.485 MHz
zero-field splitting as energy: 9.41224e-25 J
example field: 1.00 T
x at example field: 19.7591
R at example field: 28103.451 MHz
(gamma_e-gamma_p)B at example field: 27982.374 MHz
E_a/h at example field: -14406.847 MHz
E_b/h at example field: -13636.066 MHz
E_c/h at example field: 13696.604 MHz
E_d/h at example field: 14346.308 MHz
spin-flip strength at example field: 0.999361
B=0.10 T: f_da=3682.228 MHz, f_cb=2261.743 MHz, difference=1420.485 MHz
B=1.00 T: f_da=28753.155 MHz, f_cb=27332.670 MHz, difference=1420.485 MHz
B=1.01 T: f_da=29033.227 MHz, f_cb=27612.742 MHz, difference=1420.485 MHz
B=5.00 T: f_da=140838.594 MHz, f_cb=139418.109 MHz, difference=1420.485 MHz
B=20.00 T: f_da=561210.169 MHz, f_cb=559789.684 MHz, difference=1420.485 MHz
shift of f_da from 1.00 to 1.01 T: 280.072 MHz
c-d crossing field: 16.656 T
slope of f_cb at example field: 28007.013 MHz/T
assumed drift: 1.0 microtesla
error of splitting from drift: -28.007 kHz
atomic unit of field B_au: 2.3505e+05 T
orbital-squeezing scale (B/B_au)^2: 1.81e-11
that scale times a_hf: 0.026 Hz
```
